# Read Signal and Read Voltage of a Magnetic Tunnel Junction

A calculation of the read margin of a magnetic memory cell needs a voltage at which the two states are compared. Suppose that the zero-bias magnetoresistance of each candidate junction is known, and that breakdown and read disturbance set a highest permitted voltage. It is tempting to choose the junction with the largest zero-bias ratio and to read it at the permitted limit, because more voltage drives more current. Both choices can be wrong. The signal is a difference of currents at the operating voltage, and that difference can shrink while both currents grow.

## What is compared

Let $I_P(V)$ and $I_{AP}(V)$ be the currents for parallel and antiparallel magnetizations at the same junction voltage $V>0$. For a voltage read, the signal and the magnetoresistance ratio are

$$
\Delta I=I_P-I_{AP},\qquad T=\frac{I_P-I_{AP}}{I_{AP}} .
$$

The ratio is dimensionless and says nothing about the scale of the current. If both currents are multiplied by the same constant, $T$ is unchanged at every voltage and $\Delta I$ is multiplied by that constant. The example below removes this freedom by giving all junctions the same total conductance, meaning the sum of the parallel and antiparallel conductances. The remaining differences then come from the spin polarization and its dependence on energy.

The algebra uses $e=\hbar=1$. A voltage then equals an energy, and a current is quoted as $\hbar I/e$ in eV. The sensing threshold is taken as fixed, so a larger $\Delta I$ is a better signal. $V$ is the voltage across the junction itself, without series resistance.

## A junction that should not be read at the limit

### From tunnelling to the two currents

Take elastic, spin-conserving tunnelling at zero temperature, with a weak coupling $M$ that depends on neither spin nor energy. Electrons leave an emitter and enter a collector. Energies $E$ are measured from the collector's Fermi level, and the bias lifts the emitter's levels rigidly by $V$. An emitter state at energy $E$ therefore lies at $E-V$ relative to the emitter's own Fermi level.

The golden rule gives a transition rate $2\pi|M|^2\delta(E_e-E_c)$ from an emitter state to a collector state. Summing over occupied emitter states and empty collector states restricts the energy to $0<E<V$. For one pair of spin densities of states $D_e$ and $D_c$,

$$
I=2\pi|M|^2\int_0^V D_c(E)\,D_e(E-V)\,dE .
$$

This is the leading order in the coupling. It was tested on two chains joined by a weak bond, where the current can also be found by matching waves across the bond. For a bond of 0.03 times the chain hopping, the golden-rule current came out at 0.99 of the matched one, with end-site densities that carried a small numerical broadening; with unbroadened densities the ratio is 1.002.

Let each electrode have a constant total density $n$ and a polarization $p(E)$, so that its majority and minority densities are

$$
D_{\rm maj}=\frac n2(1+p),\qquad D_{\rm min}=\frac n2(1-p).
$$

For parallel magnetizations, majority states connect to majority states and minority to minority. With $p_e$ and $p_c$ the polarizations of emitter and collector, the sum of products is

$$
\frac{n^2}{4}\big[(1+p_e)(1+p_c)+(1-p_e)(1-p_c)\big]
=\frac{n^2}{2}(1+p_ep_c),
$$

because the terms linear in $p_e$ and $p_c$ cancel. For antiparallel magnetizations the roles of majority and minority are exchanged in one electrode. This reverses the sign of one polarization and gives $n^2(1-p_ep_c)/2$.

Define $g=2\pi|M|^2n^2$; for many weakly transmitting channels, $g$ is the sum of their contributions. Define also

$$
C(V)=\int_0^V p_c(E)\,p_e(E-V)\,dE .
$$

The integral of 1 over the window is $V$, so

$$
I_P=\frac g2(V+C),\qquad I_{AP}=\frac g2(V-C).
$$

Subtraction gives the signal, and division by $I_{AP}$ gives the ratio:

$$
\Delta I=gC,\qquad T=\frac{2C}{V-C}.
$$

As $V\to0$, both polarizations take their Fermi-level value $P$, so $C/V\to P^2$ and

$$
T(0)=\frac{2P^2}{1-P^2}.
$$

The zero-bias ratio knows the polarization at one energy. The signal at finite bias collects polarizations from the whole window: empty states up to $V$ above the collector's Fermi level and filled states down to $V$ below the emitter's.

### A polarization that falls away from the Fermi level

Let both electrodes have

$$
p(E)=P\left(1-\frac{|E|}{w}\right),\qquad |E|\le w ,
$$

and restrict the voltage to $0<V\le w$. Inside the window $E$ is positive and $E-V$ is negative, so $|E-V|=V-E$. The product of the two brackets is

$$
\left(1-\frac Ew\right)\left(1-\frac{V-E}{w}\right)
=1-\frac Vw+\frac{E(V-E)}{w^2}.
$$

Since $\int_0^V E(V-E)\,dE=V^3/2-V^3/3=V^3/6$, the integral is, with $x=V/w$,

$$
C=P^2w\left(x-x^2+\frac{x^3}{6}\right).
$$

Dividing by $V=wx$ gives $C/V=P^2(1-x+x^2/6)$. Its derivative with respect to $x$ is $P^2(-1+x/3)$, which is negative here. Writing $c=C/V$, the ratio $T=2c/(1-c)$ increases with $c$, so $T$ falls steadily with voltage.

The signal behaves differently. Because $dx/dV=1/w$,

$$
\frac{dC}{dV}=P^2\left(1-2x+\frac{x^2}{2}\right).
$$

This vanishes when $x^2-4x+2=0$, that is, at $x=2\pm\sqrt2$. The lower root lies in the permitted interval $0<x\le1$ and the upper one does not. The derivative is positive below the lower root and negative above it, so the signal has a single maximum at

$$
V^*=(2-\sqrt2)\,w .
$$

To find its height, use $x^2=4x-2$, and hence $x^3=4x^2-2x=14x-8$. Then

$$
x-x^2+\frac{x^3}{6}
=x-4x+2+\frac{7x-4}{3}
=\frac23(1-x)=\frac23(\sqrt2-1),
$$

and therefore

$$
\Delta I(V^*)=\frac23(\sqrt2-1)\,gP^2w .
$$

In this model $P$ sets the height of the peak but not its voltage. Since $T(0)$ depends on $P$ alone, it carries no information about where the peak lies.

### Numbers

Junction A has $P=0.70$, $w=0.60$ eV and $g=0.40$, with a permitted voltage of 0.50 V. Its zero-bias ratio is $2(0.49)/(1-0.49)=1.92$, or 192 %. The peak is at $0.586\times0.60=0.351$ V, where

$$
\Delta I=0.40\times0.276\times0.49\times0.60=0.0325\ \text{eV},
$$

which corresponds to 7.9 microamperes. The value $g=0.40$ gives zero-bias resistances of about 14 and 40 kilo-ohms and a summed majority transmission $2\pi g(1+P)^2/4=1.8$, so it must be read as the sum over many weakly transmitting channels, not as one channel.

At the permitted limit, $x=0.833$ and the bracket in $C$ is $0.833-0.694+0.096=0.235$. The signal is $0.40\times0.49\times0.60\times0.235=0.0277$ eV, or 6.7 microamperes. Reading at the limit loses 15 % of the peak signal.

If the zero-bias behaviour persisted, the signal would be $gP^2V=0.40\times0.49\times0.50=0.098$ eV at the limit. This is 3.5 times the model's signal there.

The peak is not where the ratio has fallen to half its initial value. That happens at 0.216 V, while the signal is still rising. At the peak the ratio itself is 60 %, less than a third of its initial 192 %. This value also follows from the formulas: since $(\sqrt2-1)/(2-\sqrt2)=1/\sqrt2$, the peak has $C/V=(\sqrt2/3)P^2=0.231$, and $T=2(0.231)/(1-0.231)=0.60$.

### The zero-bias ranking fails as well

Junction C has the same $P=0.70$ and $g$ as A, but $w=1.20$ eV. Its zero-bias ratio is the same 192 %. At 0.50 V its signal is 0.0600 eV, against 0.0277 eV for A. Equal zero-bias ratios, with equal total conductances, have given signals that differ by more than a factor of two.

Junction B has $P=0.60$, $w=1.20$ eV and the same $g$. Its zero-bias ratio is smaller, 112.5 %. At 0.10 V, A gives 0.0164 eV and B gives 0.0132 eV, as the zero-bias ranking suggests. The signals cross at 0.28 V, and at 0.50 V B gives 0.0441 eV. Even with each junction read at its own best permitted voltage, B gives 10.7 microamperes and A gives 7.9.

For B and C the formula puts the peak at 0.703 V, beyond the limit. Their signals rise throughout the permitted range, and both should be read at 0.50 V. The finite-bias optimum is a property of the junction together with its voltage limit.

## The correct general statement

Let $I_P$ and $I_{AP}$ be differentiable, with $I_P(0)=I_{AP}(0)=0$ and $I_P>I_{AP}>0$ for $0<V\le V_{\max}$. No tunnelling model is assumed. Then:

1. A largest signal exists in the permitted range. It lies either at $V_{\max}$ or at an interior voltage where the two differential conductances are equal.
2. If $dI_P/dV<dI_{AP}/dV$ at $V_{\max}$, every largest signal lies below $V_{\max}$.
3. If the signal rises up to a voltage $V^*$ and falls beyond it, the best read voltage is the smaller of $V^*$ and $V_{\max}$.

**Proof.** The function $\Delta I$ is continuous on the closed interval from 0 to $V_{\max}$, so it attains a maximum. The maximum is not at zero, because $\Delta I(0)=0$ and $\Delta I>0$ elsewhere. If it is inside the interval, its derivative vanishes:

$$
\frac{dI_P}{dV}=\frac{dI_{AP}}{dV}.
$$

This proves the first part. If the derivative of $\Delta I$ is negative at $V_{\max}$, a slightly smaller voltage gives a larger signal, so the limit cannot be a maximum. This proves the second part. For the third, if $V_{\max}\le V^*$ the signal rises over the whole range and the limit is best; otherwise $V^*$ is accessible and is best. ∎

The second condition is sufficient but not necessary. A signal with several peaks may be rising at the limit and still have been larger at a lower voltage.

### How fast the ratio must fall

The definition of $T$ gives $I_{AP}=I_P/(1+T)$, so

$$
\Delta I=I_P-\frac{I_P}{1+T}=I_P\,\frac{T}{1+T}.
$$

Take the logarithm and differentiate with respect to $\ln V$. The derivative of $\ln T-\ln(1+T)$ with respect to $\ln T$ is $1-T/(1+T)=1/(1+T)$, and hence

$$
\frac{d\ln\Delta I}{d\ln V}
=\frac{d\ln I_P}{d\ln V}+\frac1{1+T}\frac{d\ln T}{d\ln V}.
$$

The signal falls when

$$
-\frac{d\ln T}{d\ln V}>(1+T)\frac{d\ln I_P}{d\ln V}.
$$

A falling ratio is therefore not enough. Its relative loss must exceed the relative gain in parallel current, multiplied by $1+T$. At A's peak the logarithmic slope of $I_P$ is 0.812, and $1.601\times0.812=1.300$ balances the slope $-1.300$ of the ratio.

The factor $1+T$ has a simple origin. When $T$ is large, the antiparallel current is a small part of the parallel one, and $\Delta I$ is close to $I_P$. A moderate loss of ratio then costs little signal.

A second bias dependence shows what this factor does. Let the parallel state be ohmic, $I_P=G_PV$, and let $T=T_0/(1+v^2)$ with $v=V/V_h$, so that $V_h$ is the voltage at which the ratio has halved. Then $T/(1+T)=T_0/(1+T_0+v^2)$ and

$$
\Delta I=G_PV_h\,\frac{T_0\,v}{1+T_0+v^2}.
$$

The derivative of $v/(a+v^2)$ is $(a-v^2)/(a+v^2)^2$. With $a=1+T_0$, the peak lies at $V^*=V_h\sqrt{1+T_0}$, above the half-ratio voltage. Here the zero-bias ratio does affect the peak position, but $V_h$ is still needed to find it. For $V_h=0.4$ V and $T_0=1.5$ the peak is at 0.63 V, beyond a limit of 0.50 V, so such a junction is best read at the limit; an interior optimum needs $V_h<V_{\max}/\sqrt{1+T_0}$. The independence of $V^*$ from $T(0)$ found earlier arises because $P$ enters $C$ there only through the common factor $P^2$; it is not a general property.

## Falling ratio without a peak

Return to the tunnelling model, but allow different electrodes. Let the emitter have constant polarization $P$ and the collector $p_c(E)=P/(1+E/w)$ for $E\ge0$. Then

$$
C=P^2\int_0^V\frac{dE}{1+E/w}=P^2w\ln\left(1+\frac Vw\right),
\qquad
\frac{dC}{dV}=\frac{P^2}{1+V/w}>0 .
$$

The signal rises at every voltage at which the model is used. The ratio nevertheless falls: $C/V=P^2\ln(1+x)/x$, and

$$
\frac{d}{dx}\frac{\ln(1+x)}{x}
=\frac1{x^2}\left[\frac{x}{1+x}-\ln(1+x)\right]<0 .
$$

The bracket is zero at $x=0$, and its derivative, $1/(1+x)^2-1/(1+x)$, is negative for $x>0$.

With A's values of $P$, $w$ and $g$, the ratio drops from 166 % at 0.10 V to 111 % at 0.50 V, while the signal grows from 0.0181 to 0.0713 eV. This junction should be read at the permitted limit.

The difference from A can be traced by differentiating the general integral $C(V)$. Its upper limit and its integrand both depend on $V$, so

$$
\frac{dC}{dV}=p_c(V)\,p_e(0)-\int_0^V p_c(E)\,p_e'(E-V)\,dE ,
$$

where the prime denotes the derivative with respect to the argument. The first term is the new slice at the top of the window, where electrons from the emitter's Fermi level enter collector states at $V$. The second describes the rest of the window: at fixed collector energy, a higher bias draws electrons from deeper emitter states.

For the constant emitter the second term vanishes. For A, $p_e'=P/w$ below the Fermi level, and the terms are $P^2(1-x)$ and $-P^2(x-x^2/2)$. Their sum is the derivative found before. At $V^*<w$ the new slice still adds a positive signal, but the loss from the deeper emitter states cancels it. No reversal of the polarization is needed for the peak.

If both polarizations are constant, $C=P^2V$. The ratio then does not fall, the signal is linear in voltage, and the zero-bias ratio together with $g$ is sufficient.

## Reading at fixed current

Some circuits impose a current and sense the voltage difference $U(I)=V_{AP}(I)-V_P(I)$. If both currents increase with voltage, the derivative of each inverse function is the reciprocal of a differential conductance:

$$
\frac{dU}{dI}=\frac1{I_{AP}'(V_{AP})}-\frac1{I_P'(V_P)} .
$$

At a stationary signal the two differential conductances are again equal, but now they are taken at different voltages. In the linear polarization model, $I_P'=(g/2)(1+C')$ and $I_{AP}'=(g/2)(1-C')$. Both are positive because $|C'|\le P^2<1$. The condition becomes

$$
C'(V_P)=-C'(V_{AP}).
$$

Since $C'$ decreases with voltage and vanishes at $V^*$, the two operating voltages must lie on opposite sides of $V^*$. For A the largest voltage signal has $V_P=0.277$ V and $V_{AP}=0.433$ V, on either side of 0.351 V. The signal is their difference, 0.155 V. Raising the current until $V_{AP}$ reaches 0.50 V reduces it to 0.150 V. For A the optimum lies below the limit in both circuits, but the loss at the limit is about 3 % of the peak, against 15 % for the voltage read. Because $V_{AP}$ exceeds $V^*$ at the fixed-current optimum, a junction whose $V^*$ is closer to the limit can have its voltage-read optimum below the limit and its fixed-current optimum beyond it.

## What can move the optimum

The general statement applies to measured or calculated current curves, provided they meet its conditions. The numbers for A, B and C are illustrative and are not fitted to devices. They belong to the tunnelling model, which leaves out magnon-assisted tunnelling, any dependence of the coupling on spin or energy, deformation of the barrier by the field, and temperature. These can change both currents and must be included, or shown to be small, before a peak voltage is assigned to a real cell. Fermi smearing at 300 K alone leaves A's peak at 0.35 V and its loss at 15 %, but lowers the zero-bias ratios to about 154 % for A, 103 % for B and 171 % for C, so A and C have equal ratios only at zero temperature. Weighting the window with the transmission of a trapezoidal barrier 1 eV high moves A's peak upward: to 0.38 V (loss at the limit 10 %) for 1.0 nm and an effective mass of 0.4 electron masses, to 0.41 V (6 %) for 1.5 nm, and to 0.47 V (1 %) for 1.5 nm and the free-electron mass. Series resistance, such as that of an access transistor, matters as well. At a fixed voltage across the whole cell, the larger parallel current leaves less voltage on the junction, so the two states are no longer compared at the same junction voltage.

Noise changes the quantity to be maximized. If its amplitude $\sigma(V)$ increases with voltage, the relevant quantity may be $\Delta I/\sigma$. For a signal with a single smooth peak at $V^*$,

$$
\frac{d}{dV}\ln\frac{\Delta I}{\sigma}=-\frac{d\ln\sigma}{dV}<0
\quad\text{at }V^* .
$$

Above $V^*$ the numerator falls and the denominator rises, so the best ratio of signal to noise lies below $V^*$. For A with shot noise, $\sigma\propto\sqrt{I_P+I_{AP}}$, it lies near 0.22 V. If the noise is proportional to the total current $gV$, the ratio follows $C/V$, falls steadily with voltage and has no interior optimum; a bias-independent noise floor then sets the best voltage. A read-margin calculation therefore needs at least both current curves over the permitted range, any series resistance in the cell, and the noise curve if noise varies with bias. The values used here are listed in the numerical output.

## Numbers as computed

```
Chain test, golden-rule/exact current: 0.9915
Coupling g: 0.40; permitted voltage: 0.50 V
A: P = 0.70, w = 0.60 eV, zero-bias TMR = 192.2 %
  V = 0.1 V: TMR = 139.3 %, signal = 0.01642 eV
  V = 0.3 V: TMR = 72.3 %, signal = 0.03185 eV
  V = 0.5 V: TMR = 32.1 %, signal = 0.02768 eV
  peak voltage = 0.3515 V, signal = 0.03247 eV
  TMR at peak = 60.1 %
  peak log slopes: TMR -1.300, I_P 0.812
  best permitted voltage = 0.351 V
  signal there = 7.905 microampere
B: P = 0.60, w = 1.20 eV, zero-bias TMR = 112.5 %
  V = 0.1 V: TMR = 98.7 %, signal = 0.01322 eV
  V = 0.3 V: TMR = 75.4 %, signal = 0.03285 eV
  V = 0.5 V: TMR = 56.5 %, signal = 0.04408 eV
  peak voltage = 0.7029 V, signal = 0.04772 eV
  TMR at peak = 40.9 %
  peak log slopes: TMR -1.204, I_P 0.855
  best permitted voltage = 0.500 V
  signal there = 10.730 microampere
C: P = 0.70, w = 1.20 eV, zero-bias TMR = 192.2 %
  V = 0.1 V: TMR = 163.5 %, signal = 0.01799 eV
  V = 0.3 V: TMR = 118.8 %, signal = 0.04471 eV
  V = 0.5 V: TMR = 85.7 %, signal = 0.06000 eV
  peak voltage = 0.7029 V, signal = 0.06495 eV
  TMR at peak = 60.1 %
  peak log slopes: TMR -1.300, I_P 0.812
  best permitted voltage = 0.500 V
  signal there = 14.605 microampere
A: TMR halves at 0.2156 V
A: signal at limit = 6.737 microampere
A: loss at limit against peak = 14.8 %
A: linear extrapolation at limit = 0.09800 eV
A: extrapolated/true signal = 3.54
B overtakes A at 0.2796 V
No-peak case: P = 0.70, w = 0.60 eV
  V = 0.1 V: TMR = 165.8 %, signal = 0.01813 eV
  V = 0.5 V: TMR = 110.8 %, signal = 0.07128 eV
A read at fixed current, at the largest voltage signal:
  current = 0.07105 eV
  V_AP = 0.4327 V, V_P = 0.2773 V
  voltage signal = 0.1554 V
  voltage signal when V_AP is at the limit = 0.1504 V
```
